# Density-matrix decay and exchange cutoff on a two-band chain: a program that tests the result

```python
"""
Decay of the density matrix and range of exchange on a two-band chain.

Model: site energies +D, -D alternating, hopping -t, spacing a, half filling.
Result under test: with gap Eg = 2D and sinh(mu) = Eg/(4t), the density matrix
per spin at separation n*a decays as exp(-mu*n)/sqrt(n), so its decay length is
xi = a/mu, and |P_n| <= (mu/pi) K1(mu n) for all n >= 1.
A pair of sites lowers the exchange energy by w_n = 2 P_n^2/(n a) (both spins,
point Coulomb interaction, neglect of differential overlap). The distance where
the bound on w_n equals eta is a guaranteed cutoff for pair contributions.
Hartree atomic units throughout. Rings are diagonalized as the independent road.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import kv, lambertw

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]

hopping = 0.1          # hartree
spacing = 2.5          # bohr
reference_gap = 0.1    # hartree
reference_eta = 1e-6   # hartree per pair
gaps = [0.4, 0.2, 0.1, 0.05, 0.02]
ring_size = 800


def decay_rate(gap):
    """Decay rate mu per site."""
    return np.arcsinh(gap / (4 * hopping))


def ring_orbitals(gap, size):
    """Eigenvalues and occupied orbitals of a half-filled periodic ring."""
    hamiltonian = np.diag(0.5 * gap * (-1.0) ** np.arange(size))
    for site in range(size):
        neighbour = (site + 1) % size
        hamiltonian[site, neighbour] = -hopping
        hamiltonian[neighbour, site] = -hopping
    energies, orbitals = np.linalg.eigh(hamiltonian)
    return energies, orbitals[:, :size // 2]


def cut_integral(n, gap):
    """|P_n| from the branch-cut integral, using sinh(u) = s cosh(theta)."""
    s = gap / (4 * hopping)

    def integrand(theta):
        sinh_u = s * np.cosh(theta)
        factor = s if n % 2 == 0 else sinh_u
        return factor * np.exp(-n * np.arcsinh(sinh_u)) / np.hypot(1, sinh_u)

    return quad(integrand, 0, 45, epsabs=0, epsrel=1e-10, limit=300)[0] / np.pi


def pair_bound(n, gap):
    """Upper bound on the exchange contribution of a pair n sites apart."""
    mu = decay_rate(gap)
    return 2 * (mu * kv(1, mu * n) / np.pi) ** 2 / (n * spacing)


def metallic_cap(eta):
    return (2 / (np.pi ** 2 * spacing * eta)) ** (1 / 3)


def guaranteed_cutoff(gap, eta):
    return brentq(lambda n: np.log(pair_bound(n, gap) / eta),
                  0.1, metallic_cap(eta) + 1)


def lambert_cutoff(gap, eta):
    mu = decay_rate(gap)
    amplitude = np.sqrt(np.tanh(mu) / (np.pi * spacing * eta))
    return lambertw(mu * amplitude).real / mu


def pair_energies(row):
    """w_n for n = 1 ... half the ring, from a density-matrix row of site 0."""
    n = np.arange(1, len(row) // 2)
    return 2 * row[n] ** 2 / (n * spacing)


def last_above(row, eta):
    return int(np.nonzero(pair_energies(row) >= eta)[0][-1]) + 1


# Density matrices, gap, signs, decay lengths and bounds for every gap
high_rows = {}
measured_length = {}
for gap in gaps:
    mu = decay_rate(gap)
    energies, occupied = ring_orbitals(gap, ring_size)
    half = ring_size // 2
    assert abs(energies[half] - energies[half - 1] - gap) < 1e-10
    high = occupied @ occupied[0]     # row of a site with energy +D
    low = occupied @ occupied[1]      # row of a site with energy -D
    high_rows[gap] = high

    for n in (1, 2, 3, 4, 7, 10, 15, 20):
        size = cut_integral(n, gap) * (-1) ** (n // 2)
        if n % 2 == 0:
            assert abs(high[n] + size) < 1e-10
            assert abs(low[1 + n] - size) < 1e-10
        else:
            assert abs(high[n] - size) < 1e-10
            assert abs(low[1 + n] - size) < 1e-10
    onsite = cut_integral(0, gap)
    assert abs(high[0] - (0.5 - onsite)) < 1e-10
    assert abs(low[1] - (0.5 + onsite)) < 1e-10

    for n in range(1, int(12 / mu) + 1):
        order = n % 2
        assert abs(high[n]) < mu * kv(order, mu * n) / np.pi
        assert abs(high[n]) < 1 / (np.pi * n)

    # Remove the 1/sqrt(n) factor; the remaining rate error is of order 1/n^2
    far = 2 * round(7.5 / mu)
    ratio = abs(high[far] / high[far + 2]) * np.sqrt(far / (far + 2))
    measured_length[gap] = spacing / (0.5 * np.log(ratio))
    assert abs(measured_length[gap] * mu / spacing - 1) < 3e-3
    # Leading asymptotic form; the tolerances allow its 1/n corrections
    for n, tolerance in ((far, 0.02), (far + 1, 0.04)):
        leading = np.sqrt(np.tanh(mu) / (2 * np.pi * n)) * np.exp(-mu * n)
        assert abs(abs(high[n]) / leading - 1) < tolerance

# Cutoffs against the last ring pair that is really above the threshold
cases = [(gap, reference_eta) for gap in gaps]
cases += [(reference_gap, 1e-4), (reference_gap, 1e-8)]
for gap, eta in cases:
    last = last_above(high_rows[gap], eta)
    bound_n = guaranteed_cutoff(gap, eta)
    estimate_n = lambert_cutoff(gap, eta)
    assert last <= bound_n < last + 3
    assert bound_n <= metallic_cap(eta)
    assert 0.88 * bound_n < estimate_n < bound_n

# A gapless closed-shell ring reaches the gap-independent cap
_, gapless = ring_orbitals(0.0, 802)
gapless_last = last_above(gapless @ gapless[0], reference_eta)
cap = metallic_cap(reference_eta)
assert gapless_last <= cap < gapless_last + 3

# Exchange energy from explicit pairs of occupied orbitals on a smaller ring
small = 120
_, orbitals = ring_orbitals(reference_gap, small)
separation = np.abs(np.subtract.outer(np.arange(small), np.arange(small)))
separation = np.minimum(separation, small - separation)
coulomb = np.zeros((small, small))
coulomb[separation > 0] = 1 / (spacing * separation[separation > 0])
products = np.einsum("ia,ib->abi", orbitals, orbitals).reshape(-1, small)
orbital_exchange = -np.sum((products @ coulomb) * products) / small
magnitudes = np.array([cut_integral(n, reference_gap) for n in range(1, 60)])
pair_exchange = -np.sum(2 * magnitudes ** 2 / (spacing * np.arange(1, 60)))
assert abs(orbital_exchange - pair_exchange) < 1e-9

# Exchange-hole sum rule from the cut integrals
onsite = cut_integral(0, reference_gap)
low_occupation = 0.5 + onsite
hole_charge = (low_occupation ** 2 + 2 * np.sum(magnitudes ** 2)) / low_occupation
assert abs(hole_charge - 1) < 1e-9

# What is neglected beyond the guaranteed cutoff
mu = decay_rate(reference_gap)
row = high_rows[reference_gap]
cut_n = guaranteed_cutoff(reference_gap, reference_eta)
kept = int(np.floor(cut_n))
tail = np.sum(pair_energies(row)[kept:])
tail_bound = pair_bound(kept + 1, reference_gap) / (1 - np.exp(-2 * mu))
assert tail < tail_bound
hole_outside = 2 * np.sum(magnitudes[kept:] ** 2) / low_occupation
shift = guaranteed_cutoff(reference_gap, 1e-8) - cut_n
shift_limit = np.log(reference_eta / 1e-8) / (2 * mu)
assert 0 < shift < shift_limit

# Printed results
xi = spacing / mu
estimate_n = lambert_cutoff(reference_gap, reference_eta)
print(f"hopping t = {hopping:.3f} hartree")
print(f"site spacing a = {spacing:.2f} bohr")
print(f"reference gap = {reference_gap:.3f} hartree"
      f" = {reference_gap * HARTREE_IN_EV:.3f} eV")
print(f"pair threshold eta = {reference_eta:.1e} hartree")
print(f"sinh(mu) = {np.sinh(mu):.4f}, mu = {mu:.5f} per site")
print(f"tanh(mu) = {np.tanh(mu):.5f}")
print(f"decay length xi = {xi:.3f} bohr = {xi * BOHR_IN_ANGSTROM:.3f} angstrom")
print(f"exchange-hole exponential length xi/2 = {xi / 2:.3f} bohr")
print("Reference chain: n, |P_n|, Bessel bound on |P_n|, w_n (hartree)")
for n in (1, 2, 5, 6, 10, 11, 12, 13):
    bessel = mu * kv(n % 2, mu * n) / np.pi
    print(f"  {n:2d}  {abs(row[n]):.4e}  {bessel:.4e}"
          f"  {pair_energies(row)[n - 1]:.3e}")
amplitude = np.sqrt(np.tanh(mu) / (np.pi * spacing * reference_eta))
print(f"Lambert: A = {amplitude:.2f}, mu A = {mu * amplitude:.3f},"
      f" W = {mu * estimate_n:.4f}")
print(f"Lambert cutoff = {estimate_n:.2f} sites"
      f" = {estimate_n * spacing:.2f} bohr")
print(f"guaranteed cutoff = {cut_n:.2f} sites = {cut_n * spacing:.2f} bohr"
      f" = {cut_n * spacing * BOHR_IN_ANGSTROM:.2f} angstrom")
print(f"last pair above eta: n = {last_above(row, reference_eta)}")
print(f"gap-independent cap = {cap:.2f} sites = {cap * spacing:.2f} bohr")
print(f"gapless ring, last pair above eta: n = {gapless_last}")
print("Gap scan, lengths in bohr: gap (hartree), xi, xi from ring, 4ta/Eg")
for gap in gaps:
    print(f"  {gap:.2f}  {spacing / decay_rate(gap):.3f}"
          f"  {measured_length[gap]:.3f}  {4 * hopping * spacing / gap:.3f}")
print("Cutoffs in bohr: gap (hartree), guaranteed, Lambert, last pair, mu*n")
for gap in gaps:
    bound_n = guaranteed_cutoff(gap, reference_eta)
    lambert_n = lambert_cutoff(gap, reference_eta)
    last = last_above(high_rows[gap], reference_eta)
    print(f"  {gap:.2f}  {bound_n * spacing:.2f}  {lambert_n * spacing:.2f}"
          f"  {last * spacing:.1f}  {decay_rate(gap) * bound_n:.2f}")
print("Threshold scan at reference gap: eta (hartree), cutoff, last pair (bohr)")
for eta in (1e-4, 1e-6, 1e-8):
    print(f"  {eta:.0e}  {guaranteed_cutoff(reference_gap, eta) * spacing:.2f}"
          f"  {last_above(row, eta) * spacing:.1f}")
print(f"cutoff shift from 1e-6 to 1e-8 hartree = {shift * spacing:.2f} bohr,"
      f" limit {shift_limit * spacing:.2f} bohr")
print(f"intersite exchange per site = {orbital_exchange:.6f} hartree")
print(f"pairs kept up to n = {kept}")
print(f"neglected exchange per site = {tail:.3e} hartree,"
      f" bound {tail_bound:.3e} hartree")
print(f"occupation per spin: low site {low_occupation:.5f},"
      f" high site {0.5 - onsite:.5f}")
print(f"hole fraction outside cutoff, low site = {hole_outside:.3e}")
print("all good")
```

It prints:

```
hopping t = 0.100 hartree
site spacing a = 2.50 bohr
reference gap = 0.100 hartree = 2.721 eV
pair threshold eta = 1.0e-06 hartree
sinh(mu) = 0.2500, mu = 0.24747 per site
tanh(mu) = 0.24254
decay length xi = 10.102 bohr = 5.346 angstrom
exchange-hole exponential length xi/2 = 5.051 bohr
Reference chain: n, |P_n|, Bessel bound on |P_n|, w_n (hartree)
   1  2.9608e-01  2.9849e-01  7.013e-02
   2  7.0457e-02  7.3483e-02  1.986e-03
   5  3.1984e-02  3.2301e-02  1.637e-04
   6  1.6860e-02  1.7177e-02  3.790e-05
  10  4.9865e-03  5.0610e-03  1.989e-06
  11  4.3827e-03  4.4267e-03  1.397e-06
  12  2.7952e-03  2.8344e-03  5.209e-07
  13  2.4184e-03  2.4427e-03  3.599e-07
Lambert: A = 175.73, mu A = 43.487, W = 2.7580
Lambert cutoff = 11.14 sites = 27.86 bohr
guaranteed cutoff = 11.51 sites = 28.78 bohr = 15.23 angstrom
last pair above eta: n = 11
gap-independent cap = 43.28 sites = 108.19 bohr
gapless ring, last pair above eta: n = 43
Gap scan, lengths in bohr: gap (hartree), xi, xi from ring, 4ta/Eg
  0.40  2.836  2.839  2.500
  0.20  5.195  5.198  5.000
  0.10  10.102  10.108  10.000
  0.05  20.052  20.062  20.000
  0.02  50.021  50.051  50.000
Cutoffs in bohr: gap (hartree), guaranteed, Lambert, last pair, mu*n
  0.40  12.21  11.78  10.0  4.31
  0.20  18.67  18.15  17.5  3.59
  0.10  28.78  27.86  27.5  2.85
  0.05  42.89  40.89  42.5  2.14
  0.02  66.05  60.03  62.5  1.32
Threshold scan at reference gap: eta (hartree), cutoff, last pair (bohr)
  1e-04  13.86  12.5
  1e-06  28.78  27.5
  1e-08  46.74  45.0
cutoff shift from 1e-6 to 1e-8 hartree = 17.96 bohr, limit 23.26 bohr
intersite exchange per site = -0.074091 hartree
pairs kept up to n = 11
neglected exchange per site = 1.221e-06 hartree, bound 1.838e-06 hartree
occupation per spin: low site 0.71850, high site 0.28150
hole fraction outside cutoff, low site = 5.605e-05
all good
```
